# Telling Silicon-like from Germanium-like Valleys by Counting Cyclotron Masses

**Question.** The conduction electrons of a cubic semiconductor occupy several equivalent energy minima, called valleys. Near a minimum, with $\mathbf k$ measured from it,

$$E=\frac{\hbar^2}{2}\,\mathbf k\cdot M^{-1}\mathbf k ,$$

where $M$ is a symmetric, positive mass tensor. In silicon-like crystals the valleys lie on the $\langle100\rangle$ axes, in germanium-like crystals on the $\langle111\rangle$ axes. In both, $M$ has the longitudinal mass $m_l$ along the valley axis $\mathbf a$ and the transverse mass $m_t$ across it. Valleys at $\mathbf k_0$ and $-\mathbf k_0$ have the same tensor, so there are three different tensors in the first family and four in the second.

A magnetic field $\mathbf B=B\mathbf n$, with $\mathbf n$ a unit vector, is applied. The electron charge is $-e$. The cyclotron mass $m_c$ is defined by $\omega_c=eB/m_c$, where $\omega_c$ is the angular frequency of the orbit. All valleys are equally populated unless stated otherwise.

## (a) The cyclotron mass

*Find $m_c$ for a general tensor $M$ and field direction $\mathbf n$.*

**Answer.** The velocity is $\mathbf v=\hbar^{-1}\nabla_{\mathbf k}E=\hbar M^{-1}\mathbf k$, so $\hbar\mathbf k=M\mathbf v$. The Lorentz force changes the crystal momentum, $\hbar\,d\mathbf k/dt=-e\,\mathbf v\times\mathbf B$. Reversing the order of the cross product removes the minus sign:

$$M\frac{d\mathbf v}{dt}=eB\,\mathbf n\times\mathbf v .$$

Try $\mathbf v\propto e^{st}$ and write $b=eB$. In right-handed principal axes of $M$, with masses $m_1,m_2,m_3$ and field components $n_1,n_2,n_3$, a nonzero solution requires

$$\det\begin{pmatrix} s m_1 & b n_3 & -b n_2\\ -b n_3 & s m_2 & b n_1\\ b n_2 & -b n_1 & s m_3\end{pmatrix}=0 .$$

Expansion along the first row gives three terms:

$$s m_1(s^2m_2m_3+b^2n_1^2)$$
$$-\,b n_3(-s b\,m_3n_3-b^2n_1n_2)=s b^2m_3n_3^2+b^3n_1n_2n_3$$
$$-\,b n_2(b^2n_1n_3-s b\,m_2n_2)=-b^3n_1n_2n_3+s b^2m_2n_2^2 .$$

The cubic terms in $b$ cancel, and the sum is

$$s\left[s^2m_1m_2m_3+b^2(m_1n_1^2+m_2n_2^2+m_3n_3^2)\right]=0 .$$

The product of masses is $\det M$, and the last bracket is $\mathbf n\cdot M\mathbf n$. The root $s=0$ is steady motion along the field, which feels no force. The other roots are $s=\pm i\omega_c$ with $\omega_c^2=(eB)^2\,\mathbf n\cdot M\mathbf n/\det M$. Hence

$$m_c=\sqrt{\frac{\det M}{\mathbf n\cdot M\mathbf n}} .$$

The equation of motion is linear, so this frequency does not depend on the electron's energy or on its momentum along the field. All electrons of one valley therefore contribute to one line.

## (b) A spheroidal valley

*Express $1/m_c^2$ through the angle $\theta$ between the field and the valley axis. What decides whether two valleys have the same cyclotron mass?*

**Answer.** The field has a component $\cos\theta$ along the valley axis and $\sin\theta$ across it. Therefore $\det M=m_t^2m_l$ and $\mathbf n\cdot M\mathbf n=m_l\cos^2\theta+m_t\sin^2\theta$. Dividing the second by the first,

$$\frac1{m_c^2}=\frac{\cos^2\theta}{m_t^2}+\frac{\sin^2\theta}{m_tm_l}.$$

For $\theta=0$ the orbit is transverse to the valley axis and $m_c=m_t$. For $\theta=90^\circ$ the orbit mixes both masses and $m_c=\sqrt{m_tm_l}$.

Replacing $\sin^2\theta$ by $1-\cos^2\theta$ gives

$$\frac1{m_c^2}=\frac1{m_tm_l}+\frac1{m_t}\left(\frac1{m_t}-\frac1{m_l}\right)\cos^2\theta .$$

This is a straight line in $\cos^2\theta$. If $m_l\neq m_t$ its slope is not zero, and two valleys share a cyclotron mass precisely when they share $\cos^2\theta$. Counting masses is then the same as counting values of $\cos^2\theta=(\mathbf n\cdot\mathbf a)^2$. If $m_l=m_t$ the slope vanishes and every direction gives one mass.

## (c) The count

*For $m_l\ne m_t$, count the distinct masses in each family for fields along $[001]$, $[111]$ and $[110]$. Which measurements tell the families apart?*

**Answer.** For the $\langle100\rangle$ family the values of $\cos^2\theta$ are the squared components of $\mathbf n$. For the $\langle111\rangle$ family take the axes $(1,1,1)$, $(-1,1,1)$, $(1,-1,1)$ and $(1,1,-1)$, each divided by $\sqrt3$. The scalar products give:

| Field | $\langle100\rangle$: $\cos^2\theta$ | masses | $\langle111\rangle$: $\cos^2\theta$ | masses |
|---|---|---|---|---|
| $[001]$ | $0,0,1$ | 2 | $\frac13,\frac13,\frac13,\frac13$ | 1 |
| $[111]$ | $\frac13,\frac13,\frac13$ | 1 | $1,\frac19,\frac19,\frac19$ | 2 |
| $[110]$ | $\frac12,\frac12,0$ | 2 | $\frac23,0,0,\frac23$ | 2 |

The sequence for $[001]$ then $[111]$ is two, one in the silicon-like family and one, two in the germanium-like family. A field along a valley axis singles out that valley. A field along the other of these two directions makes equal angles with all valley axes. The $[110]$ field gives two masses in both families and does not separate them.

If the crystal belongs to one of these two families, the count identifies the directions of the valley axes. It does not locate a minimum along its axis: a valley inside the Brillouin zone and one at its edge give the same count if their tensors have the same orientation.

## (d) A third family

*Suppose the valleys lie on the $\langle110\rangle$ axes, with mass $m_1$ along the valley axis, $m_2$ along the perpendicular $\langle110\rangle$ direction and $m_3$ along the remaining cube axis. Can the count mislead?*

**Answer.** All valleys have the same $\det M$, so it suffices to compare $\mathbf n\cdot M\mathbf n$.

For a field along $[001]$, the valleys $[110]$ and $[1\bar10]$ have the field along their third principal axis and give $m_3$. Every other valley has the field at $45^\circ$ to its first and second principal axes and gives $(m_1+m_2)/2$.

For a field along $[111]$, the valley $[110]$ has squared field components $\frac23,0,\frac13$ on its principal axes, which gives $(2m_1+m_3)/3$. The valley $[1\bar10]$ has $0,\frac23,\frac13$, which gives $(2m_2+m_3)/3$. The other valleys repeat these two values by the threefold symmetry about $[111]$.

In general the count is therefore two and two, as found for masses of $0.9$, $0.2$ and $0.35\,m_e$. Three equal masses give one and one. Apart from that isotropic case there are two exceptions:

- If $m_1=m_2\ne m_3$, the count is two, one. The tensors are then spheroids about the cube axes, and cyclotron masses cannot distinguish them from $\langle100\rangle$ valleys in any field direction.
- If $m_3=(m_1+m_2)/2$ with $m_1\neq m_2$, the count is one, two, as for $\langle111\rangle$ valleys. The spacing of the lines reveals the difference, as part (f) shows.

The count is thus a decision between the two families of the question, not a proof that no other arrangement is possible.

## (e) Resonance fields of a silicon-like model

*Take the rough values $m_l=0.9\,m_e$ and $m_t=0.2\,m_e$. The microwave frequency is fixed at 24 GHz and the field is swept. Find the resonance fields for $[001]$ and $[111]$.*

**Answer.** Resonance occurs at $\omega_c=\omega$, or $B=m_c\omega/e$. For $m_c=m_e$ this field is $0.8574$ T, so $B=0.8574\ \text{T}\times m_c/m_e$.

For $[001]$ the two masses are

$$m_t=0.200\,m_e,\qquad \sqrt{m_tm_l}=\sqrt{0.2\times0.9}\,m_e=0.424\,m_e ,$$

with resonances at $0.171$ T and $0.364$ T. For $[111]$,

$$\frac{m_e^2}{m_c^2}=\frac13\cdot\frac1{0.2^2}+\frac23\cdot\frac1{0.2\times0.9}=8.33+3.70=12.04 ,$$

so $m_c=0.288\,m_e$ and the single line lies at $0.247$ T. It falls between the two $[001]$ lines because its $\cos^2\theta=\frac13$ lies between 0 and 1.

## (f) Identifying an unknown model

*A second model belongs to one of the two families. At 24 GHz its computed absorption has one peak for $[001]$, at $0.1133$ T, and two for $[111]$, at $0.0686$ T and $0.1739$ T. First find how the valley average of $1/m_c^2$ depends on field direction. Then identify the family and obtain $m_t$ and $m_l$, without assuming which is larger.*

**Answer.** By part (b), the average of $1/m_c^2$ depends on direction through the average of $\cos^2\theta$ alone. For $\langle100\rangle$ valleys that average is $(n_1^2+n_2^2+n_3^2)/3=\frac13$. For $\langle111\rangle$ valleys write $\mathbf a=(\sigma_1,\sigma_2,\sigma_3)/\sqrt3$ with $\sigma_i=\pm1$. Then

$$(\mathbf n\cdot\mathbf a)^2=\tfrac13\left[1+2(\sigma_1\sigma_2n_1n_2+\sigma_1\sigma_3n_1n_3+\sigma_2\sigma_3n_2n_3)\right].$$

Over the four axes listed in part (c), each product $\sigma_i\sigma_j$ is twice $+1$ and twice $-1$, so the cross terms cancel. The average is again $\frac13$. In both families

$$\left\langle\frac1{m_c^2}\right\rangle=\frac1{3m_t^2}+\frac2{3m_tm_l}$$

for every field direction.

The count one, two identifies $\langle111\rangle$ valleys. Division of the fields by $0.8574$ T gives masses of $0.1321$, $0.0800$ and $0.2028\,m_e$. With $u=m_e^2/m_c^2$,

$$u_{\rm single}=57.3,\qquad u_{\rm light}=156.3,\qquad u_{\rm heavy}=24.3 .$$

For the single line all valleys have the same $u$, equal to the average. For the pair, one valley in four has its axis along the field. The average is therefore $\frac14u_{\rm on}+\frac34u_{\rm off}$, where "on" marks that valley and "off" the other three. The weight of the light line is

$$p=\frac{u_{\rm single}-u_{\rm heavy}}{u_{\rm light}-u_{\rm heavy}}=\frac{33.0}{132.0}=0.25 .$$

The light line thus belongs to the valley on the field axis, and $m_t=0.080\,m_e$. Had the heavy line been the on-axis one, $p$ would have been $\frac34$. In the misleading $\langle110\rangle$ case of part (d), $u$ is proportional to $\mathbf n\cdot M\mathbf n$. The two $[111]$ values then have the mean $(m_1+m_2+m_3)/3=m_3$, which is the single $[001]$ value, so $p$ would have been $\frac12$.

The heavy line has $\cos^2\theta=\frac19$:

$$\frac1{m_{\rm off}^2}=\frac1{9m_t^2}+\frac8{9m_tm_l}.$$

Multiplying by 9, moving the first term on the right to the left, and solving for $m_l$,

$$m_l=\frac{8}{m_t\left(9/m_{\rm off}^2-1/m_t^2\right)}=\frac{8\,m_e}{0.0800\,(218.8-156.3)}=1.60\,m_e .$$

The curve was computed with $m_l=1.6\,m_e$ and $m_t=0.08\,m_e$, rough values for germanium, and both are recovered.

The longitudinal mass comes from a difference of two large numbers, so it is sensitive to error. A 1% change in $m_{\rm off}$ changes $218.8$ by about 2%, or $4.4$, which is 7% of the difference $62.5$. The inferred $m_l$ moves by the same 7%.

## (g) Linewidth and alignment

*Add scattering through $M(d\mathbf v/dt+\mathbf v/\tau)=eB\,\mathbf n\times\mathbf v-e\mathbf E$, with one scattering time $\tau=100$ ps for all valleys and the microwave field $\mathbf E$ perpendicular to $\mathbf B$. Find the relative linewidth in the field sweep. Then find the spread of masses when the field that should give a single line is tilted by $1^\circ$: from $[111]$ towards $[001]$ in the silicon-like model, and from $[001]$ towards $[110]$ in the germanium-like one.*

**Answer.** Set $\mathbf y=M^{1/2}\mathbf v$ and multiply the equation by $M^{-1/2}$:

$$\frac{d\mathbf y}{dt}+\frac{\mathbf y}{\tau}=K\mathbf y-eM^{-1/2}\mathbf E,$$

where $K\mathbf y=eB\,M^{-1/2}(\mathbf n\times M^{-1/2}\mathbf y)$. The matrix $K$ is real and antisymmetric, so its modes are orthogonal and have eigenvalues $0,\pm i\omega_c$. The zero mode is $M^{1/2}\mathbf n$. Its overlap with the drive is proportional to $\mathbf n\cdot\mathbf E=0$, so it is not excited. For a drive $e^{-i\omega t}$ the resonant mode absorbs power in proportion to

$$\operatorname{Re}\frac1{1/\tau-i(\omega-\omega_c)}=\frac{\tau}{1+(\omega-\omega_c)^2\tau^2}.$$

The power falls to half at $|\omega-\omega_c|=1/\tau$. Since $\omega_c\propto B$, the full width is $\Delta B/B=2/(\omega\tau)$. This holds for $\omega\tau\gg1$, where the counter-rotating mode is negligible. Here $\omega\tau=15.1$ and the width is 13%, the same for every valley.

For a small spread, $u\propto m_c^{-2}$ gives $\Delta m_c/m_c=\frac12\Delta u/u$ in magnitude. The slope of $u$ against $\cos^2\theta$ follows from part (b).

*Silicon-like.* The tilted direction is $\mathbf n=\cos\delta\,(1,1,1)/\sqrt3+\sin\delta\,(-1,-1,2)/\sqrt6$. To first order in $\delta$,

$$n_3^2=\tfrac13+\tfrac{4}{\sqrt{18}}\delta,\qquad n_1^2=n_2^2=\tfrac13-\tfrac{2}{\sqrt{18}}\delta .$$

The difference is $6\delta/\sqrt{18}=\sqrt2\,\delta=0.0247$ at $1^\circ$. The slope is $25-5.56=19.4$, so $\Delta u=0.48$ and the spread is $0.48/(2\times12.04)=2.0\%$.

*Germanium-like.* Here $\mathbf n=(\sin\delta/\sqrt2,\sin\delta/\sqrt2,\cos\delta)$. To first order the four values of $\cos^2\theta$ are $\frac13(1+2\sqrt2\,\delta)$, $\frac13$ twice, and $\frac13(1-2\sqrt2\,\delta)$. Their range is $4\sqrt2\,\delta/3=0.0329$. The slope is $156.3-7.8=148.4$, so $\Delta u=4.9$ and the spread is $4.9/(2\times57.3)=4.3\%$.

Both spreads are hidden within the 13% linewidth. In the computed absorption, averaged over the directions of $\mathbf E$ perpendicular to $\mathbf B$ and with the tilt raised in half-degree steps, more than one peak first appears at $6^\circ$ in both models. For a fixed linear polarization the angle depends on the direction of $\mathbf E$ and differs between the models, ranging from $4^\circ$ to $8.5^\circ$ in these steps ($3.6^\circ$ to $8.2^\circ$ in steps of $0.1^\circ$). The linear estimates make the size of these angles plausible. At $6^\circ$ the silicon-like line splits into two parts 12% apart, and the germanium-like line into three parts with neighbours 11.5% and 14.5% of the central mass apart, so the spacings are close to the linewidth. The observed "one" is therefore a statement about finite resolution as well as symmetry: in a general direction the models have three and four distinct masses.

## (h) The count in a real crystal

*Which departures from the model can change the count at 4 K, and which merely shift the lines slightly? Does the experiment work at room temperature at the same frequency?*

**Answer.** The example assumes $10^{10}$ electrons per cm³, freed from donors by weak light so that there are no hole lines. The masses are rough values for silicon and germanium. A scattering time of 100 ps corresponds to transverse mobilities $e\tau/m_t$ of about $9\times10^5$ and $2\times10^6$ cm²/Vs, which calls for very pure, cold crystals.

Strain can change the count. It shifts valleys relative to one another, and at 4 K the thermal energy is only $0.345$ meV. With a rough deformation potential of 10 eV, a strain of $3.4\times10^{-5}$ shifts a valley by $k_BT$, and $3.4\times10^{-4}$ shifts it by $10k_BT$. If the valley on the field axis is raised by $10k_BT$, its population relative to that of an unshifted valley falls to $e^{-10}\approx5\times10^{-5}$, and one of the two computed peaks disappears in both models. This assumes that electrons exchange between valleys fast enough for the populations to be thermal. The count then becomes one and one, as for an isotropic mass, and no longer tells the families apart. It does so only for the field along the axis of the shifted valley: with the same strain and the field along an equivalent, unshifted axis both lines remain, and if the on-axis valley is lowered instead it is the light line that survives. The line positions still show that the mass is anisotropic: the surviving line is not displaced in this model, so in the silicon-like case the single lines for $[001]$ and $[111]$ lie at $0.364$ T and $0.247$ T.

The other corrections are small for these numbers at 4 K:

- **Non-parabolicity.** If $E(1+\alpha E)$ replaces $E$ in the dispersion relation, the orbit area at zero momentum along the field grows as $E(1+\alpha E)$. The cyclotron mass, proportional to the energy derivative of that area, grows as $1+2\alpha E$. With a rough $\alpha=0.5$ per eV and $E=\frac32k_BT+\hbar\omega$, the increase is $0.06\%$.
- **Polarization charge.** Its restoring force, relative to the inertial term, is of order $(\omega_p/\omega)^2$, where $\omega_p$ is the plasma frequency for mass $m_t$. This is $6\times10^{-4}$ in the silicon-like model and $1\times10^{-3}$ in the germanium-like one.
- **Degeneracy.** The density is less than $10^{-6}$ of the effective density of band states, so Boltzmann populations are justified.

At room temperature a rough scattering time is $0.2$ ps, which gives $\omega\tau=0.03$. An electron is scattered long before it completes an orbit, and the computed sweep for linear polarization has no peak at all. With the frequency held at 24 GHz, the two lines separate from $\omega\tau=2.0$ in the silicon-like model and $1.5$ in the germanium-like one.

To reach $\omega\tau=2.0$ with $\tau=0.2$ ps, the frequency must rise by a factor $2.0/0.0302\approx66$, to about $1.6$ THz. The resonance fields $m_c\omega/e$ rise by the same factor, to about 11 T and 24 T for the silicon-like model with the field along $[001]$. At this threshold the broad lines still overlap strongly, and the two absorption peaks lie closer together, at about 12 T and 21 T. These room-temperature numbers keep the parabolic band and the low density of the model. At 300 K and $1.6$ THz the non-parabolic mass shift is about $4.5\%$, and pure germanium at 300 K holds roughly $2\times10^{13}$ thermal electrons and as many holes per cm³, for which $(\omega_p/\omega)^2$ at 24 GHz is about 2. Cooling a pure crystal achieves the resolution at a few tenths of a tesla. The remaining details are in the numerical output.

## Computed values

```
Frequency 24 GHz; temperature 4 K; tau 100 ps; omega*tau 15.08
Electron density 1e+10 cm^-3
Resonance field per unit mass 0.8574 T
<110> valleys (0.9, 0.2, 0.35 m_e): counts [001],[111] = (2, 2)
Si-like: ml 0.9 m_e, mt 0.2 m_e, rough permittivity 12
  B [001]: 2 peak(s); masses 0.2000, 0.4243 m_e; peaks at 0.1715, 0.3637 T
  B [111]: 1 peak(s); masses 0.2882 m_e; peaks at 0.2471 T
  Distinct masses: B [110] 2; general direction 3
  From peaks: light-line weight 0.333, mt 0.2000 m_e, ml 0.900 m_e
  Two lines resolved from omega*tau = 2.0; peaks at room-temperature tau: 0
  1 degree tilt: mass spread 1.99 %; extra peak visible from 6.0 degrees
  Peaks left when the on-axis valley is raised by 10 kT: 1
  (plasma/microwave frequency)^2 5.8e-04; density/band density 2.3e-07
  Transverse mobility e*tau/mt 8.79e+05 cm2/Vs
Ge-like: ml 1.6 m_e, mt 0.08 m_e, rough permittivity 16
  B [001]: 1 peak(s); masses 0.1321 m_e; peaks at 0.1133 T
  B [111]: 2 peak(s); masses 0.0800, 0.2028 m_e; peaks at 0.0686, 0.1739 T
  Distinct masses: B [110] 2; general direction 4
  From peaks: light-line weight 0.250, mt 0.0800 m_e, ml 1.599 m_e
  Two lines resolved from omega*tau = 1.5; peaks at room-temperature tau: 0
  1 degree tilt: mass spread 4.26 %; extra peak visible from 6.0 degrees
  Peaks left when the on-axis valley is raised by 10 kT: 1
  (plasma/microwave frequency)^2 1.1e-03; density/band density 6.4e-07
  Transverse mobility e*tau/mt 2.20e+06 cm2/Vs
Full relative linewidth 2/(omega*tau): 13.3 %
Room-temperature tau (rough) 0.2 ps: omega*tau 0.030
Thermal energy 0.345 meV; microwave quantum 0.0993 meV
Non-parabolic mass shift, rough alpha 0.5 per eV: 0.062 %
Strain for valley shift kT, rough potential 10 eV: 3.4e-05; for 10 kT: 3.4e-04
```
